# Net vacancy drift from a zero-mean periodic field by nonlinear hopping: a program that tests the result

```python
"""
Result under test: a charged vacancy hopping with rates G0*exp(+x), G0*exp(-x),
x = q*a*E/(2*k*T), drifts at v = 2*a*G0*<sinh x> in a periodic field E(t).
With <E> = 0 the linear part vanishes and the leading term is 2*a*G0*<x^3>/6.
q: charge, a: hop distance, G0 = nu*exp(-Ea/kT): zero-field rate per direction,
< >: average over a period. The sign of <x^3> fixes the drift direction at small
amplitude, and at any amplitude for two-level waveforms, but not in general.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import iv

MV_CM = 1e8          # V/m
NM = 1e-9
e = const.e
kB = const.k

# Rough typical inputs for a ferroelectric hafnia-type capacitor
temperature = 358.0
charge = 2 * e
hop = 0.28 * NM
barrier_eV = 0.90
attempt = 1e13
film = 10 * NM
frequency = 1e5
duty = 1 / 3
field_plus = 3.0 * MV_CM
field_minus = -duty * field_plus / (1 - duty)
permittivity = 30 * const.epsilon_0
polarization = 0.20          # C/m^2
dead_layer = 0.5 * NM
coercive = 1.0 * MV_CM
vacancy_density = 5e25       # 1/m^3
heat_conductivity = 1.0      # W/(m K)
breakdown = 4.5 * MV_CM

period = 1 / frequency
kT = kB * temperature
thermal_field = 2 * kT / (charge * hop)
rate0 = attempt * np.exp(-barrier_eV * e / kT)
speed_unit = 2 * hop * rate0
weights = np.array([duty, 1 - duty])
fields = np.array([field_plus, field_minus])
x = fields / thermal_field
mean_sinh = weights @ np.sinh(x)
mean_cosh = weights @ np.cosh(x)
drift = speed_unit * mean_sinh
cubic_drift = speed_unit * (weights @ x**3) / 6


def generator(sites, tilt, rate):
    """Master-equation matrix of a chain with reflecting ends."""
    matrix = np.zeros((sites, sites))
    for n in range(sites - 1):
        matrix[n + 1, n] += rate * np.exp(tilt)
        matrix[n, n] -= rate * np.exp(tilt)
        matrix[n, n + 1] += rate * np.exp(-tilt)
        matrix[n + 1, n + 1] -= rate * np.exp(-tilt)
    return matrix


# --- Hopping law against exact overdamped drift in a tilted cosine potential
reduced_barrier = barrier_eV * e / kT
nodes, node_weights = np.polynomial.legendre.leggauss(240)
shift = np.pi * (nodes + 1)
shift_weights = np.pi * node_weights
angle = np.linspace(0, 2 * np.pi, 320, endpoint=False)


def washboard_speed(tilt):
    """Exact drift, up to a constant factor, for force*hop/kT = 2*tilt."""
    g = 2 * tilt
    difference = -0.5 * reduced_barrier * (
        np.cos(angle[None, :] + shift[:, None]) - np.cos(angle)[None, :])
    inner = np.exp(difference - g * shift[:, None] / (2 * np.pi)).mean(axis=1)
    return -np.expm1(-g) / (shift_weights @ inner)


def even_factor(tilt):
    """Barrier and curvature change that is even in the field."""
    s = 2 * tilt / (np.pi * reduced_barrier)
    root = np.sqrt(1 - s**2)
    return root * np.exp(-reduced_barrier * (root + s * np.arcsin(s) - 1))


tiny = 1e-4
slope = washboard_speed(tiny) / tiny
washboard = np.array([np.sign(t) * washboard_speed(abs(t)) / slope for t in x])
assert np.allclose(washboard, np.sinh(x) * even_factor(x), rtol=2e-3)
washboard_ratio = (weights @ washboard) / mean_sinh

# --- Drift and spreading from the time-dependent master equation
sites = 201
centre = sites // 2
position = np.arange(sites) - centre
start = np.zeros(sites)
start[centre] = 1.0
for test_period in (0.3, 1.0):       # in units of 1/rate0
    step = (expm(generator(sites, x[1], 1.0) * (1 - duty) * test_period)
            @ expm(generator(sites, x[0], 1.0) * duty * test_period))
    prob = start.copy()
    for _ in range(3):
        prob = step @ prob
    mean_n = position @ prob
    var_n = position**2 @ prob - mean_n**2
    assert abs(prob[0]) + abs(prob[-1]) < 1e-12
    assert np.isclose(mean_n, 3 * test_period * 2 * mean_sinh, rtol=1e-7)
    assert np.isclose(var_n, 3 * test_period * 2 * mean_cosh, rtol=1e-7)

# --- Linear mobility and the Einstein relation from the master equation
small_field = 1e-4 * thermal_field
spread = expm(generator(sites, 0.0, 1.0)) @ start
pushed = expm(generator(sites, small_field / thermal_field, 1.0)) @ start
diffusion = 0.5 * (position**2 @ spread) * hop**2 * rate0
mobility = (position @ pushed) * hop * rate0 / small_field
assert np.isclose(mobility, charge * diffusion / kT, rtol=1e-6)
assert np.isclose(mobility, charge * hop**2 * rate0 / kT, rtol=1e-6)
assert abs(mobility * (weights @ fields)) < 1e-12 * drift

# --- Remainder bound and two-level sign rule on random waveforms
rng = np.random.default_rng(4)
for _ in range(400):
    w = rng.dirichlet(np.ones(5))
    levels = rng.normal(size=5) * rng.uniform(0.1, 3)
    levels -= w @ levels
    top = np.max(np.abs(levels))
    error = abs(w @ np.sinh(levels) - w @ levels**3 / 6)
    bound = np.cosh(top) * (w @ np.abs(levels)**5) / 120
    assert error <= bound * (1 + 1e-10) + 1e-13
    d = rng.uniform(0.05, 0.95)
    if abs(d - 0.5) > 0.01:
        high = rng.uniform(0.2, 4)
        low = -d * high / (1 - d)
        result = d * np.sinh(high) + (1 - d) * np.sinh(low)
        assert np.sign(result) == np.sign(1 - 2 * d)
mean_cube = weights @ fields**3
assert np.isclose(mean_cube, duty * field_plus**3 * (1 - 2 * duty)
                  / (1 - duty)**2, rtol=1e-12)

# --- Two-tone field: time quadrature against the Bessel sum
tone1, tone2 = 2.0 * MV_CM, 1.0 * MV_CM
theta = np.linspace(0, 2 * np.pi, 512, endpoint=False)


def two_tone(phase, scale=1.0):
    return scale * (tone1 * np.cos(theta)
                    + tone2 * np.cos(2 * theta + phase)) / thermal_field


x1, x2 = tone1 / thermal_field, tone2 / thermal_field
tone_drift = {}
for degrees in (0, 60, 90):
    phase = np.radians(degrees)
    wave = two_tone(phase)
    average = np.sinh(wave).mean()
    series = 2 * sum(iv(2 * k, x1) * iv(k, x2) * np.cos(k * phase)
                     for k in range(1, 16, 2))
    assert np.isclose(average, series, atol=1e-12)
    assert np.isclose((wave**3).mean(), 0.75 * x1**2 * x2 * np.cos(phase),
                      atol=1e-12)
    tone_drift[degrees] = speed_unit * average
assert abs(tone_drift[90]) < 1e-10 * tone_drift[0]
weak = two_tone(0.0, 0.01)
assert np.isclose(np.sinh(weak).mean(), (weak**3).mean() / 6, rtol=1e-3)

# --- Positive mean cube, yet reversed drift at large amplitude
shape = np.array([-3.0, 2.0, -1.0])
shape_weights = np.array([2.0, 11.0, 16.0]) / 29
assert abs(shape_weights @ shape) < 1e-14 and shape_weights @ shape**3 > 0


def shape_drift(peak):
    return speed_unit * (shape_weights
                         @ np.sinh(shape * peak / (3 * thermal_field)))


reverse_peak = brentq(shape_drift, 2.0 * MV_CM, 6.0 * MV_CM)
peak_low, peak_high = 3.0 * MV_CM, 4.2 * MV_CM
assert shape_drift(peak_low) > 0 > shape_drift(peak_high)

# --- Stopping field and stationary profile with blocking electrodes
bias = np.arctanh(mean_sinh / mean_cosh)
stop_field = bias * thermal_field
root_bias = brentq(lambda b: weights @ np.sinh(x - b), 0, 5)
assert np.isclose(root_bias, bias, rtol=1e-9)
film_sites = round(film / hop)
cycle = (expm(generator(film_sites, x[1], rate0) * (1 - duty) * period)
         @ expm(generator(film_sites, x[0], rate0) * duty * period))
balance = cycle - np.eye(film_sites)
balance[0, :] = 1.0
right = np.zeros(film_sites)
right[0] = 1.0
profile = np.linalg.solve(balance, right)
ratios = profile[-8:] / profile[-9:-1]
assert np.allclose(ratios, np.exp(2 * bias), rtol=2e-3)
accumulation = hop / (2 * bias)

# --- Space charge: depleted strip, fixed negative background, zero mean voltage
depletion = np.sqrt(2 * permittivity * film * stop_field
                    / (charge * vacancy_density))
assert depletion < film
grid = (np.arange(200000) + 0.5) * film / 200000
density = np.where(grid < depletion, -charge * vacancy_density, 0.0)
space_field = np.cumsum(density) * (grid[1] - grid[0]) / permittivity
space_field -= space_field.mean()
assert np.isclose(space_field[-1], -stop_field, rtol=1e-3)

# --- Switching polarization with a thin non-ferroelectric layer in series
inner_fields = []
for applied in fields:
    system = np.array([[film - dead_layer, dead_layer],
                       [permittivity, -permittivity]])
    source = np.array([applied * film, -np.sign(applied) * polarization])
    # row scaling keeps the two equations of similar size
    scale = np.array([film, permittivity])
    inner_fields.append(np.linalg.solve(system / scale[:, None],
                                        source / scale)[0])
inner_fields = np.array(inner_fields)
depolarizing = polarization * dead_layer / (permittivity * film)
assert np.allclose(inner_fields, fields - np.sign(fields) * depolarizing)
inner_mean = weights @ inner_fields
layer_drift = speed_unit * (weights @ np.sinh(inner_fields / thermal_field))
layer_linear = mobility * inner_mean


# --- Saddle displaced from the midpoint, polarization following the field
def offset_mean(alpha, tilt, w):
    size = np.abs(tilt)
    return w @ (np.sign(tilt) * 0.5 * (np.exp(2 * alpha * size)
                                     - np.exp(-2 * (1 - alpha) * size)))


weak_x = 1e-3 * x
for alpha in (0.45, 0.55):
    expected = (2 * alpha - 1) * (weights @ (weak_x * np.abs(weak_x)))
    assert np.isclose(offset_mean(alpha, weak_x, weights), expected, rtol=0.02)

# --- Remaining estimates
wigner = 1 + (const.h * attempt / kT)**2 / 24
heating = 4 * polarization * coercive * frequency * film**2 / (
    8 * heat_conductivity)
barrier_factor = np.exp(0.1 * e / kT)
room = 300.0
room_x = charge * hop * fields / (2 * kB * room)
room_drift = (2 * hop * attempt * np.exp(-barrier_eV * e / (kB * room))
              * (weights @ np.sinh(room_x)))
pulse_shift = speed_unit * np.sinh(x[0]) * duty * period


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("temperature", temperature, "K")
show("vacancy charge", charge / e, "e")
show("hop distance", hop / NM, "nm")
show("hop barrier", barrier_eV, "eV")
show("attempt frequency", attempt, "Hz")
show("film thickness", film / NM, "nm")
show("cycling frequency", frequency / 1e3, "kHz")
show("positive time fraction", duty)
show("positive field", field_plus / MV_CM, "MV/cm")
show("negative field", field_minus / MV_CM, "MV/cm")
show("kT", kT / e, "eV")
show("field scale 2kT/(qa)", thermal_field / MV_CM, "MV/cm")
show("x in positive part", x[0])
show("x in negative part", x[1])
show("zero-field rate G0", rate0, "1/s")
show("linear mobility", mobility * 1e4, "cm2/Vs")
show("mean cube of field", mean_cube / MV_CM**3, "(MV/cm)^3")
show("mean sinh x", mean_sinh)
show("mean cosh x", mean_cosh)
show("net drift", drift / NM, "nm/s")
show("cubic term alone", cubic_drift / NM, "nm/s")
show("cubic share of drift", cubic_drift / drift)
show("film crossing time", film / drift, "s")
show("film crossing cycles", film / drift * frequency, "cycles")
show("shift in one positive pulse", pulse_shift / NM, "nm")
show("stopping field", stop_field / MV_CM, "MV/cm")
show("neighbour occupation ratio", np.exp(2 * bias))
show("accumulation length", accumulation / NM, "nm")
show("two-tone first amplitude", tone1 / MV_CM, "MV/cm")
show("two-tone second amplitude", tone2 / MV_CM, "MV/cm")
show("two-tone drift, phase 0 deg", tone_drift[0] / NM, "nm/s")
show("two-tone drift, phase 60 deg", tone_drift[60] / NM, "nm/s")
show("three-level reversal peak", reverse_peak / MV_CM, "MV/cm")
for peak in (peak_low, peak_high):
    show(f"three-level drift, peak {peak / MV_CM:.1f} MV/cm",
         shape_drift(peak) / NM, "nm/s")
show("assumed vacancy density", vacancy_density * 1e-6, "1/cm3")
show("relative permittivity", permittivity / const.epsilon_0)
show("depletion width at stop", depletion / NM, "nm")
show("polarization", polarization * 100, "uC/cm2")
show("non-ferroelectric layer", dead_layer / NM, "nm")
show("depolarizing field", depolarizing / MV_CM, "MV/cm")
show("mean film field with layer", inner_mean / MV_CM, "MV/cm")
show("drift with layer", layer_drift / NM, "nm/s")
show("its linear part", layer_linear / NM, "nm/s")
for alpha in (0.45, 0.55):
    show(f"drift, saddle at {alpha:.2f} of hop",
         speed_unit * offset_mean(alpha, x, weights) / NM, "nm/s")
show("cosine-barrier drift / sinh drift", washboard_ratio)
show("ionic tunnelling rate factor", wigner)
show("coercive field", coercive / MV_CM, "MV/cm")
show("heat conductivity", heat_conductivity, "W/(m K)")
show("hysteresis heating", heating, "K", 2)
show("rate factor per 0.1 eV barrier", barrier_factor)
show("drift at 300 K", room_drift / NM, "nm/s")
show("rough breakdown field", breakdown / MV_CM, "MV/cm")
show("peak field / breakdown field", field_plus / breakdown)
print("every check passed")
```

Running it gives:

```
temperature: 358 K
vacancy charge: 2 e
hop distance: 0.28 nm
hop barrier: 0.9 eV
attempt frequency: 1e+13 Hz
film thickness: 10 nm
cycling frequency: 100 kHz
positive time fraction: 0.3333
positive field: 3 MV/cm
negative field: -1.5 MV/cm
kT: 0.03085 eV
field scale 2kT/(qa): 1.102 MV/cm
x in positive part: 2.723
x in negative part: -1.361
zero-field rate G0: 2.139 1/s
linear mobility: 1.087e-13 cm2/Vs
mean cube of field: 6.75 (MV/cm)^3
mean sinh x: 1.311
mean cosh x: 3.934
net drift: 1.57 nm/s
cubic term alone: 1.007 nm/s
cubic share of drift: 0.6415
film crossing time: 6.368 s
film crossing cycles: 6.368e+05 cycles
shift in one positive pulse: 3.026e-05 nm
stopping field: 0.3818 MV/cm
neighbour occupation ratio: 2
accumulation length: 0.404 nm
two-tone first amplitude: 2 MV/cm
two-tone second amplitude: 1 MV/cm
two-tone drift, phase 0 deg: 0.6463 nm/s
two-tone drift, phase 60 deg: 0.3231 nm/s
three-level reversal peak: 3.83 MV/cm
three-level drift, peak 3.0 MV/cm: 0.04671 nm/s
three-level drift, peak 4.2 MV/cm: -0.08596 nm/s
assumed vacancy density: 5e+19 1/cm3
relative permittivity: 30
depletion width at stop: 3.558 nm
polarization: 20 uC/cm2
non-ferroelectric layer: 0.5 nm
depolarizing field: 0.3765 MV/cm
mean film field with layer: 0.1255 MV/cm
drift with layer: 1.178 nm/s
its linear part: 0.1364 nm/s
drift, saddle at 0.45 of hop: 1.034 nm/s
drift, saddle at 0.55 of hop: 2.305 nm/s
cosine-barrier drift / sinh drift: 0.912
ionic tunnelling rate factor: 1.075
coercive field: 1 MV/cm
heat conductivity: 1 W/(m K)
hysteresis heating: 0.0001 K
rate factor per 0.1 eV barrier: 25.57
drift at 300 K: 0.01133 nm/s
rough breakdown field: 4.5 MV/cm
peak field / breakdown field: 0.6667
every check passed
```
